# Film Thickness at Which Strain Favours (100) over (111) Copper Grains

## Problem

A plated copper film on silicon is free of stress near room temperature. It is then heated until the thermal mismatch puts it under an equibiaxial elastic strain of magnitude 0.3 percent. Its grains are columns running through the film, each with either a (111) or a (100) plane parallel to the surface. The close-packed (111) face costs less surface energy, while the (100) grain is softer in the film plane and stores less strain energy.

(a) Estimate the film thickness above which a (100) grain has the lower energy.

(b) Find how the answer changes with the strain, with the surface energies, and when neighbouring grains share stress instead of strain.

(c) Decide whether the grains can carry this strain elastically, and what follows if they cannot.

Use these rough, rounded values for copper: $C_{11}=170$ GPa, $C_{12}=120$ GPa, $C_{44}=75$ GPa, and a (111) surface energy $\gamma_{111}=1.3$ J/m².

## Solution

### What is compared

Let $h$ be the film thickness, $\mathbf n$ the unit normal of the film in crystal axes, and $e$ the in-plane elastic strain, negative in compression. Three assumptions define the reference case: all grains have the same $e$, the top face carries no traction, and the buried interface costs the same energy for both orientations. The orientation-dependent energy per film area is then

$$G(\mathbf n)=\gamma(\mathbf n)+M(\mathbf n)\,e^2h .$$

Here $M$ is the biaxial modulus. The elastic energy density is $Me^2$, without a factor one half, because two in-plane directions each contribute $\tfrac12\sigma e$ and $\sigma=Me$ on the two faces of interest. The surface term does not grow with $h$ and the elastic term does, so a crossover exists if $\gamma_{100}>\gamma_{111}$ and $M_{111}>M_{100}$.

### Elastic energy for a given normal

The substrate fixes the in-plane strain components. The remaining components, which involve the normal, adjust until the energy is lowest. Every strain with the prescribed in-plane part can be written as

$$E_{ij}=e\,\delta_{ij}+\tfrac12(n_iq_j+q_in_j),$$

where the vector $\mathbf q$ is free. The second term has no in-plane components, so it leaves the imposed strain unchanged.

In a cubic crystal the isotropic strain $e\,\delta_{ij}$ produces the isotropic stress $K_3e\,\delta_{ij}$, with $K_3=C_{11}+2C_{12}$. Its energy density is $\tfrac12\cdot3\cdot K_3e^2$. The cross term between the two parts of the strain is $K_3e\,\mathbf n\cdot\mathbf q$. The part quadratic in $\mathbf q$ is $\tfrac12\mathbf q\cdot A\mathbf q$, where $A_{ik}=n_jC_{ijkl}n_l$ with repeated indices summed. Altogether,

$$w=\tfrac32K_3e^2+K_3e\,\mathbf n\cdot\mathbf q+\tfrac12\,\mathbf q\cdot A\mathbf q .$$

Setting the derivative with respect to $\mathbf q$ to zero gives $A\mathbf q=-K_3e\,\mathbf n$. This derivative is the traction on the film face, so the minimum is the state with a free surface. At the minimum the quadratic term is $+\tfrac12K_3^2e^2\,\mathbf n\cdot A^{-1}\mathbf n$ and the cross term is minus twice that. Hence

$$M(\mathbf n)=\tfrac32K_3-\tfrac12K_3^2\,\mathbf n\cdot A^{-1}\mathbf n .$$

The first term is common to all orientations. The second is the energy released by relaxation along the normal. A crystal that is stiff along its normal relaxes less and keeps more energy.

### The two biaxial moduli

For cubic symmetry, with no sum over $i$ in the last term,

$$A_{ik}=C_{44}\delta_{ik}+(C_{12}+C_{44})n_in_k+(C_{11}-C_{12}-2C_{44})n_i^2\delta_{ik}.$$

For (100), acting on $\mathbf n$ gives the eigenvalue

$$C_{44}+C_{12}+C_{44}+C_{11}-C_{12}-2C_{44}=C_{11}.$$

For (111), each $n_i^2$ is $1/3$, and $\mathbf n$ is again an eigenvector. Its eigenvalue is

$$C_{12}+2C_{44}+\tfrac13(C_{11}-C_{12}-2C_{44})=\tfrac13(K_3+4C_{44}).$$

Since $\mathbf n\cdot A^{-1}\mathbf n$ is the inverse of the eigenvalue,

$$M_{100}=\frac{K_3}{2}\left(3-\frac{K_3}{C_{11}}\right)=\frac{K_3(C_{11}-C_{12})}{C_{11}},$$

$$M_{111}=\frac{3K_3}{2}\left(1-\frac{K_3}{K_3+4C_{44}}\right)=\frac{6C_{44}K_3}{K_3+4C_{44}} .$$

The first line uses $3C_{11}-K_3=2(C_{11}-C_{12})$. The difference follows most directly from the two eigenvalues:

$$\Delta M=M_{111}-M_{100}=\frac{K_3^2}{2}\left(\frac1{C_{11}}-\frac3{K_3+4C_{44}}\right).$$

Over a common denominator the numerator is $K_3+4C_{44}-3C_{11}=2(2C_{44}-C_{11}+C_{12})$, so

$$\Delta M=\frac{K_3^2\,(2C_{44}-C_{11}+C_{12})}{C_{11}(K_3+4C_{44})}.$$

The bracket measures the elastic anisotropy. It vanishes for an isotropic solid, where the crossover thickness becomes infinite. In a cubic metal with a negative bracket, strain favours (111) over (100), and there is no crossover of this kind.

For copper $K_3=410$ GPa and the bracket is 100 GPa. Therefore

$$M_{100}=\frac{410\times50}{170}=120.6\ \text{GPa},\qquad M_{111}=\frac{6\times75\times410}{710}=259.9\ \text{GPa},$$

and $\Delta M=139.3$ GPa. At 0.3 percent strain the stresses have magnitudes of 362 MPa in (100) grains and 780 MPa in (111) grains.

### The surface-energy difference

The value of $\gamma_{111}$ is given, but the crossover needs a difference. A nearest-neighbour bond model supplies one: each severed bond costs the same energy, shared equally by the two faces created.

In a face-centred cubic crystal with cubic lattice constant $a_0$, the neighbour vectors $\mathbf d$ are $(a_0/2)(\pm1,\pm1,0)$ and its permutations, and there are $4/a_0^3$ atoms per volume. A bond along $\mathbf d$ crosses a given plane if its starting atom lies within a depth $\mathbf d\cdot\mathbf n$ below it. The number cut per area is therefore $(4/a_0^3)\,\mathbf d\cdot\mathbf n$, summed over vectors with $\mathbf d\cdot\mathbf n>0$.

By symmetry one may order the components of the normal as $x\ge y\ge z\ge0$. The positive projections, in units of $a_0/2$, are $x+y$, $x-y$, $x+z$, $x-z$, $y+z$ and $y-z$. Their sum is $4x+2y$, so $\gamma(\mathbf n)\propto4x+2y$. This equals 4 for (100) and $6/\sqrt3$ for (111). Hence

$$\frac{\gamma_{100}}{\gamma_{111}}=\frac{4}{6/\sqrt3}=\frac2{\sqrt3}=1.1547,$$

$$\Delta\gamma=\gamma_{100}-\gamma_{111}=1.3\times0.1547=0.201\ \text{J/m²}.$$

The model omits surface relaxation and the dependence of bond strength on the number of neighbours. Because $\Delta\gamma$ is a small difference between two larger energies, a modest error in the ratio changes it strongly. If the ratio were 1.08 instead of 1.15, the difference would be about half as large.

### (a) The crossover

The difference in areal energy is

$$G_{100}-G_{111}=\Delta\gamma-\Delta M\,e^2h .$$

It is positive for a thin film, which favours (111), and falls linearly with thickness. It vanishes at

$$h^*=\frac{\Delta\gamma}{\Delta M\,e^2}.$$

The elastic energy-density difference is $139.3\times(0.003)^2=1.253\times10^{-3}$ GPa, or 1.253 MJ/m³. Since 1 GPa nm equals 1 J/m²,

$$h^*=\frac{0.201}{1.253\times10^{-3}}\ \text{nm}\approx160\ \text{nm}=0.16\ \text{µm}.$$

The surface-energy input makes this a rough estimate: ratios $\gamma_{100}/\gamma_{111}$ from 1.08 to 1.20 give about 80 to 210 nm for one free face and equal interface energies.

A third orientation could in principle have a lower energy than both at this thickness. The (110) orientation cannot beat (100) in this model at any thickness: its bond sum is $6/\sqrt2=4.24$, above 4, and its biaxial modulus is 233.0 GPa, above 120.6 GPa. For other normals, $G$ was evaluated at $h^*$ on a grid of 861 directions covering the symmetry-distinct triangle. Every direction other than (100) and (111) had a higher energy than these two.

### (b) Other strains, surfaces and constraints

The formula gives $h^*\propto\Delta\gamma/e^2$. A small relative error in the strain therefore enters twice, while an error in $\Delta\gamma$ enters once. The table changes one setting at a time.

| Case | $\lvert e\rvert$ (%) | Total $\Delta\gamma$ (J/m²) | $h^*$ (nm) |
|---|---:|---:|---:|
| Reference | 0.3 | 0.20 | 160 |
| Smaller strain | 0.2 | 0.20 | 361 |
| Larger strain | 0.4 | 0.20 | 90 |
| Smaller surface difference | 0.3 | 0.10 | 80 |
| Two free faces | 0.3 | 0.40 | 321 |

The last row is a free-standing film stretched by its edges to the same strain magnitude. Under compression, a free-standing film this thin would buckle unless its span were below roughly 10 µm. For a film on a substrate, any difference in buried-interface energy, (100) minus (111), must be added to $\Delta\gamma$. Each 0.10 J/m² moves the crossover by 80 nm, upward if the interface favours (111) and downward if it favours (100).

Equal strain is a good assumption for grains much wider than the film is thick, because each must follow the substrate. Narrow columns can push on one another and partly share stress. The opposite limit is a common stress $\sigma$ in all grains, with the mean strain $e$ held fixed. Let $f$ be the volume fraction of (100) grains, and define the mean compliance

$$S(f)=\frac f{M_{100}}+\frac{1-f}{M_{111}} .$$

The mean strain is $e=S\sigma$. The mean energy density is $S\sigma^2=e^2/S$. Its decrease per unit fraction converted to (100) is

$$-\frac{d}{df}\frac{e^2}{S}=\frac{e^2}{S^2}\left(\frac1{M_{100}}-\frac1{M_{111}}\right)=\frac{e^2}{S^2}\,\frac{\Delta M}{M_{100}M_{111}} .$$

For the first (100) grain in a (111) film, $S=1/M_{111}$, and the driving force is $\Delta M\,e^2$ times $M_{111}/M_{100}$. For the last (111) grain in a (100) film, $S=1/M_{100}$, and the factor is $M_{100}/M_{111}$. The crossover thickness changes inversely:

$$h_{\text{first}}=160.4\times\frac{120.6}{259.9}\approx74\ \text{nm},\qquad h_{\text{last}}=160.4\times\frac{259.9}{120.6}\approx346\ \text{nm}.$$

Converting the first grain lowers the film's energy more because the soft grain takes up extra strain and relieves its stiff surroundings. The soft grain itself then stores more energy than the stiff grain it replaced; the gain lies in the surroundings. Real columns do not reach this limit. Even in a free-standing film, grains that sit side by side cannot share stress completely in both in-plane directions, and a rigid substrate also ties down the bottom of each grain. The two values are therefore bounds on the crossover thickness: for the first grain it lies between 74 and 160 nm, and for the last one between 160 and 346 nm.

### (c) Can the grains carry the strain?

Consider a dislocation that threads the film from top to bottom. As it glides, it leaves a segment along the film–substrate interface. With isotropic shear modulus $\mu$, Poisson ratio $\nu$ and Burgers length $b$, a rough energy per length of that segment is

$$U=\frac{\mu b^2}{4\pi(1-\nu)}\ln\frac hb .$$

If the slip plane makes an angle $\phi$ with the film plane, its width through the film is $h/\sin\phi$. A resolved shear stress $\tau$ then does work $\tau bh/\sin\phi$ per unit advance. Glide becomes favourable when this work exceeds $U$. Writing $\tau=m\sigma$, with $m$ the resolved-stress factor, the limiting film stress is

$$\sigma_c=\frac{U\sin\phi}{m\,b\,h}.$$

For the most highly stressed slip systems, $m=0.408$ and $\sin\phi=0.816$ in (100) grains, while $m=0.272$ and $\sin\phi=0.943$ in (111) grains. With the rough values $\mu=45$ GPa, $\nu=0.35$ and $b=0.256$ nm, the common factor $U/(bh)$ at $h^*$ is about 57 MPa. The limits are 113 MPa for (100) and 196 MPa for (111), corresponding to elastic strains of 0.094 and 0.075 percent.

The imposed strain is three to four times larger. It can remain elastic only if something else blocks the dislocations, such as grain boundaries, a capping layer or a shortage of sources. Even that may not be enough. After heating by about 210 K, atoms can also diffuse between a clean free surface and the grain boundaries, and in a film this thin such diffusion could act within minutes. It relaxes the stress only within a few film thicknesses of each boundary, so it removes much of the stress in grains a few times wider than the film is thick and little in much wider ones. The answer in (a) applies only while the elastic strain survives both processes.

Suppose nothing blocks the dislocations and both orientations relax to their glide limits. The elastic advantage of (100) that remains is

$$h^*\left(\frac{\sigma_{c,111}^2}{M_{111}}-\frac{\sigma_{c,100}^2}{M_{100}}\right)\approx0.0067\ \text{J/m²},$$

about thirty times smaller than $\Delta\gamma$. A thicker film does not help. Both limiting stresses vary as $\ln(h/b)/h$, so the remaining advantage varies as $\ln^2(h/b)/h$. Its derivative is proportional to $\ln(h/b)\,[2-\ln(h/b)]/h^2$, which is negative once $h>\mathrm e^2b\approx1.9$ nm, where $\mathrm e$ is the base of natural logarithms. The remaining film strain alone therefore cannot overturn the preference for (111) at $h^*$ or at any larger thickness.

The segments left at the interface store energy too. Treat them as independent, each laid down when the work done by the film stress $\sigma_c$ just equals its line energy. Their total energy per film area is then $2\sigma_c\varepsilon_ph$, where $\varepsilon_p=\lvert e\rvert-\sigma_c/M$ is the in-plane strain relaxed by slip and the factor 2 counts the two in-plane directions. At $h^*$ this is about 0.07 J/m² for (100) and 0.14 J/m² for (111). The difference of about 0.07 J/m² favours (100) but is still well below $\Delta\gamma$, so (111) remains preferred at $h^*$. These energies are rough sizes, since the segments would lie only tens of nanometres apart, closer than the film is thick, and would interact. In this estimate the contribution grows only slowly with thickness, because $\sigma_ch$ varies as $\ln(h/b)$. Together with the remaining film strain it reaches $\Delta\gamma=0.20$ J/m² only at a thickness of millimetres, but it reaches 0.10 J/m² near 1 µm. Whether a thicker relaxed film keeps its preference for (111) thus depends strongly on $\Delta\gamma$.

Partial yielding could reverse the elastic preference, but only under a special condition. Suppose the (100) grains stay elastic at 0.3 percent while the (111) grains yield at a stress $\sigma_y$. The (111) grains then store less elastic energy if $\sigma_y^2/M_{111}<M_{100}e^2$, that is, if

$$\sigma_y<\lvert e\rvert\sqrt{M_{100}M_{111}}=0.003\times177\ \text{GPa}\approx530\ \text{MPa}.$$

The slip geometry alone does not produce this case. The elastic (100) grains carry a resolved shear stress of $0.408\times362\approx148$ MPa, while (111) grains at the threshold carry only about 145 MPa. With one critical resolved shear stress for both, the (111) grains would yield no lower than 543 MPa, and with the ratio $\sqrt3$ of the glide limits no lower than 627 MPa. A reversal therefore needs obstacles that are weaker in the (111) grains than in the (100) grains. In any case, the total imposed strain is not enough information. The estimate needs the elastic strain that survives in each orientation.

## Comparison with a real film

For a rough expansion mismatch of 14 ppm/K between copper and silicon, a strain of 0.3 percent needs heating by about 210 K. The assumption most likely to fail is elastic behaviour. Flow stresses of a few hundred MPa are typical as a rough size for copper films, so 780 MPa in the (111) grains is high. If yielding lowered the elastic strain to 0.2 percent in both orientations, the crossover would rise from 160 to 361 nm, provided the energy of the dislocations left behind is neglected; counting it with the rough line energy of part (c) gives about 310 nm. If the (111) grains alone yielded below about 530 MPa, the elastic preference would reverse, but this requires them to slip at a lower resolved shear stress than the (100) grains withstand. A real surface may also be oxidised or capped, which replaces the clean-surface $\Delta\gamma$ by another value.

The smaller corrections can be sized for the same film:

- **Softening on heating.** A rough loss of 0.03 percent per kelvin in all elastic constants lowers them by 6.4 percent. At fixed strain, the crossover rises to 171 nm.
- **Anharmonic elasticity.** With a rough coefficient of 10, the energy of each orientation changes by about 3 percent. If the two changes had opposite signs, the difference would change by $0.03\,(M_{111}+M_{100})/\Delta M$, or about 8 percent.
- **Surface stress.** A difference of 1 N/m between the faces, taken as a rough size, changes the areal energy difference by $2\times1\times0.003=0.006$ J/m². This shifts the crossover by about 5 nm, with a sign that depends on which face has the larger surface stress.

Crossing $h^*$ does not by itself change the texture. Grain boundaries must be mobile, and their own energy also drives them. A cylindrical boundary of radius $R$ and energy 0.6 J/m², again a rough value, feels a capillary pressure $0.6/R$. This equals the elastic driving pressure of 1.253 MPa at $R\approx0.5$ µm. For smaller radii, curvature pushes harder than the elastic difference, whichever orientation it favours. The surface term also opposes the elastic one, so the net pressure towards (100) is only $\Delta M\,e^2-\Delta\gamma/h$. It is zero at $h^*$ and half the elastic value at $2h^*$, where the matching radius is about 1 µm. The thickness found in (a) therefore marks a change in energetic preference under a stated elastic strain. The texture that a film reaches depends also on its starting grains and on how far their boundaries can move.

The numerical output below lists the inputs and results for these cases.

## Table of computed values

```
Input C11: 170 GPa
Input C12: 120 GPa
Input C44: 75 GPa
Input elastic strain magnitude: 0.3 percent
Input (111) surface energy: 1.30 J/m2
Biaxial modulus (100): 120.6 GPa
Biaxial modulus (110): 233.0 GPa
Biaxial modulus (111): 259.9 GPa
Modulus difference: 139.3 GPa
Stress magnitude in (100): 362 MPa
Stress magnitude in (111): 780 MPa
Elastic energy-density difference: 1.253 MJ/m3
Surface-energy ratio (100)/(111): 1.1547 (dimensionless)
Model (100) surface energy: 1.501 J/m2
Surface-energy difference: 0.201 J/m2
CROSSOVER THICKNESS: 160 nm
Crossover thickness, converted: 0.16 micrometre
Crossover at 0.2 percent strain: 361 nm
Crossover at 0.4 percent strain: 90 nm
Crossover if surface difference is 0.10 J/m2: 80 nm
Crossover for two free faces: 321 nm
Shared stress, first (100) grain: 74 nm
Shared stress, last (111) grain: 346 nm
Input isotropic shear modulus: 45 GPa
Input Poisson ratio: 0.35 (dimensionless)
Input Burgers length: 0.256 nm
Resolved-stress factor (100): 0.408 (dimensionless)
Resolved-stress factor (111): 0.272 (dimensionless)
Slip-plane sine (100): 0.816 (dimensionless)
Slip-plane sine (111): 0.943 (dimensionless)
Dislocation stress limit (100): 113 MPa
Dislocation stress limit (111): 196 MPa
Dislocation strain limit (100): 0.094 percent
Dislocation strain limit (111): 0.075 percent
Relaxed elastic gain at crossover: 0.0067 J/m2
Input expansion mismatch: 14 ppm/K
Heating needed for strain: 214 K
Input elastic softening: 0.030 percent/K
Elastic softening on heating: 6.4 percent
Crossover with softened constants: 171 nm
Input anharmonic coefficient: 10 (dimensionless)
Anharmonic energy correction, size: 3.0 percent
Input surface-stress difference: 1.0 N/m
Surface-stress energy, size: 0.006 J/m2
Surface-stress thickness shift, size: 4.8 nm
Input buried-interface difference, size: 0.10 J/m2
Interface thickness shift, size: 80 nm
Input grain-boundary energy: 0.60 J/m2
Radius where curvature matches elastic drive: 479 nm
```
